# Gap and Effective Mass of Monolayer Boron Nitride from Two-Band Tight Binding

**Q.** Monolayer hexagonal boron nitride has the same honeycomb lattice as graphene, which has no gap. Why should two bands and one hopping parameter describe a wide-gap insulator?

**A.** The two sites of the cell carry different atoms. I keep one $p_z$ orbital per atom, the orbital that is odd under reflection in the plane of the sheet, and make three assumptions: the sheet is flat, orbitals on different atoms are orthogonal, and only nearest neighbours are coupled. Measured from their midpoint, the site energies are $+\Delta/2$ on boron and $-\Delta/2$ on nitrogen, with $\Delta>0$. The coupling between neighbours is $-t$ with $t>0$. Whether $\Delta$ is the gap remains to be shown.

Let $a$ be the lattice constant. The vectors from a boron atom to its three nitrogen neighbours are

$$\boldsymbol\delta_1=\Big(0,\tfrac{a}{\sqrt3}\Big),\quad \boldsymbol\delta_{2}=\Big(\tfrac a2,-\tfrac{a}{2\sqrt3}\Big),\quad \boldsymbol\delta_{3}=\Big(-\tfrac a2,-\tfrac{a}{2\sqrt3}\Big).$$

For each sublattice I form a Bloch sum, in which the orbital at position $\mathbf R$ has the phase $e^{i\mathbf k\cdot\mathbf R}$. The relative phase of a boron atom and its neighbour is $e^{i\mathbf k\cdot\boldsymbol\delta_j}$, so in the basis (boron, nitrogen)

$$H(\mathbf k)=\begin{pmatrix}\Delta/2&-tf\\-tf^*&-\Delta/2\end{pmatrix},\qquad f(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}.$$

Setting $\det(H-E)=0$ gives $(\Delta/2-E)(-\Delta/2-E)-t^2|f|^2=0$. The product of brackets is $E^2-\Delta^2/4$, hence

$$E_\pm=\pm\sqrt{\frac{\Delta^2}{4}+t^2|f|^2}.$$

With two electrons per cell, the lower band is full and the upper one empty.

**Q.** The hopping stands inside the root. Doesn't the gap then depend on $t$?

**A.** At a general $\mathbf k$ the separation does. The smallest separation occurs where $|f|^2$ is smallest, so the question is whether $f$ can vanish. Inserting the bond vectors,

$$f=e^{ik_ya/\sqrt3}+2e^{-ik_ya/(2\sqrt3)}\cos\frac{k_xa}{2}.$$

The two phases differ by $\sqrt3k_ya/2$. Taking the squared modulus and using $4\cos^2x=2+2\cos2x$,

$$|f|^2=3+2\cos(k_xa)+4\cos\frac{k_xa}{2}\cos\frac{\sqrt3k_ya}{2}.$$

The zeros are easier to find from the original sum. Three complex numbers of unit length add to zero only if they point $120^\circ$ apart: $u_1+u_2=-u_3$ requires $|u_1+u_2|^2=2+2\cos\varphi=1$, so $\cos\varphi=-1/2$, and the same holds for each pair. There are two ways round the circle. The phase differences $\mathbf k\cdot(\boldsymbol\delta_i-\boldsymbol\delta_j)$ involve primitive lattice vectors, so each choice fixes $\mathbf k$ up to a reciprocal lattice vector. The two solutions are

$$\mathbf K=\Big(\frac{4\pi}{3a},0\Big),\qquad \mathbf K'=-\mathbf K.$$

There $E_\pm=\pm\Delta/2$. Both band edges lie at these points, and the smallest gap is

$$E_g=\Delta.$$

Within this model the gap is direct and independent of $t$. At $\mathbf K$ the matrix is diagonal: the conduction-edge state lies on boron and the valence-edge state on nitrogen. The hopping amplitudes that reach any atom from its three neighbours on the other sublattice cancel.

**Q.** If a calculation on a finite periodic sheet gave a larger gap, would that contradict you?

**A.** It depends on the size of the sheet. With $n\times n$ cells, the allowed wave vectors are multiples of $1/n$ of the reciprocal vectors, while $\mathbf K$ has coordinates in thirds. For $\Delta=7$ eV, $t=2.5$ eV and $a=0.25$ nm, diagonalizing the real-space matrix gives 7.00 eV for $6\times6$ cells but 7.53 eV for $7\times7$. The second sheet has no state at $\mathbf K$.

**Q.** Then where does the hopping enter the mass? If it cancels at $\mathbf K$, I would expect the carriers to be immobile.

**A.** The cancellation holds at one point, and the mass measures how it fails nearby. Put $\mathbf k=\mathbf K+\mathbf q$. The phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1$, $\omega$ and $\omega^*$, with $\omega=e^{2\pi i/3}$. Their sum is zero, so the first surviving term is linear:

$$f\simeq i\left[\mathbf q\cdot\boldsymbol\delta_1+\omega\,\mathbf q\cdot\boldsymbol\delta_2+\omega^*\mathbf q\cdot\boldsymbol\delta_3\right].$$

Now use $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$:

$$f\simeq i\left[\frac{aq_y}{\sqrt3}+\frac{aq_y}{2\sqrt3}+\frac{i\sqrt3\,aq_x}{2}\right]
=-\frac{\sqrt3a}{2}(q_x-iq_y).$$

Therefore $|f|^2\simeq\tfrac34a^2q^2$, the same in every direction. For $t^2|f|^2\ll E_g^2/4$, the root expands as

$$E_+=\frac{E_g}{2}\sqrt{1+\frac{4t^2|f|^2}{E_g^2}}
\simeq\frac{E_g}{2}+\frac{t^2|f|^2}{E_g}
\simeq\frac{E_g}{2}+\frac{3a^2t^2}{4E_g}q^2.$$

The effective mass is defined by writing the last term as $\hbar^2q^2/(2m^*)$. Equating coefficients,

$$\frac{\hbar^2}{2m^*}=\frac{3a^2t^2}{4E_g}
\quad\Longrightarrow\quad
m^*=\frac{2\hbar^2E_g}{3a^2t^2}.$$

The lower band is the mirror image, $E_-=-E_+$. A hole is a missing electron, so its energy is counted downward from the valence edge, and its mass is positive and equal to the electron mass.

**Q.** Why is it the square of the hopping, and why does a wider gap make the carrier heavier?

**A.** An electron at the conduction edge sits on boron. To reach another boron atom it must pass through nitrogen, which takes two hops, with a state lower by about $E_g$ in between. Second-order perturbation theory gives this motion a strength $t^2/E_g$, the factor multiplying $|f|^2$ above. A weak amplitude for motion means a flat band and a large mass.

When $E_g\gg6t$, this picture covers the whole zone, because $|f|\le3$. The conduction band is then $E_g/2+t^2|f|^2/E_g$, with width $9t^2/E_g$. The values I use below for boron nitride, $E_g=7$ eV and $t=2.5$ eV, are not in this limit: the full root gives a width of 4.8 eV, the limiting formula 8.0 eV. For them the two-hop picture holds only near $\mathbf K$.

The opposite limit is $E_g\to0$ at fixed $t$ and $a$. Define $\hbar v=\sqrt3at/2$, so that near $\mathbf K$

$$E_\pm\simeq\pm\sqrt{E_g^2/4+(\hbar vq)^2},\qquad m^*=\frac{E_g}{2v^2}.$$

The second relation follows on inserting $v^2=3a^2t^2/(4\hbar^2)$. The mass tends to zero, but so does the range $\hbar vq\ll E_g/2$ in which a parabola is valid. At $E_g=0$ the bands near $\mathbf K$ are the straight lines $\pm\hbar vq$, and the parabolic mass no longer describes them.

**Q.** So I may compare two materials by $E_g/t^2$ alone?

**A.** Only if they share the lattice and the lattice constant. Strain that is equal in all directions changes $a$ and $t$ together and may change the gap, so a statement about it needs all three. Strain along one direction generally makes the three hoppings unequal, and the mass then depends on direction.

**Q.** Give me numbers, and say where the parameters come from.

**A.** I take $E_g=7$ eV, $t=2.5$ eV and $a=0.25$ nm as rough typical values for the monolayer. With $\hbar^2/m_e=0.0762$ eV nm²,

$$\frac{m^*}{m_e}=\frac{2(0.0762)(7)}{3(0.25)^2(2.5)^2}=\frac{1.067}{1.172}=0.91.$$

This is $8.3\times10^{-31}$ kg. The velocity parameter follows from $\hbar v=0.541$ eV nm as $v=8.2\times10^5$ m/s. Together with the gap it sets the curvature at the band edge; the group velocity at the edge itself is zero.

**Q.** Devices run at room temperature. Does the parabola survive there?

**A.** At 300 K, $k_BT=25.9$ meV. The wave vector with this parabolic energy is $q=\sqrt{2m^*k_BT}/\hbar=0.786$ nm⁻¹, so $aq=0.196$. Two corrections matter.

The first is directional. The next term of $f$ is $-\tfrac12\sum_je^{i\mathbf K\cdot\boldsymbol\delta_j}(\mathbf q\cdot\boldsymbol\delta_j)^2$. The squares are

$$(\mathbf q\cdot\boldsymbol\delta_1)^2=\frac{a^2q_y^2}{3},\qquad
(\mathbf q\cdot\boldsymbol\delta_{2,3})^2=a^2\Big(\frac{q_x^2}{4}\mp\frac{q_xq_y}{2\sqrt3}+\frac{q_y^2}{12}\Big).$$

With the same sums of $\omega$ as before, the weighted total is $-\tfrac14a^2(q_x+iq_y)^2$, and the new term is $+\tfrac18a^2(q_x+iq_y)^2$. Writing $q_x+iq_y=qe^{i\theta}$,

$$f\simeq-\frac{\sqrt3}{2}aq\,e^{-i\theta}\left[1-\frac{aq}{4\sqrt3}e^{3i\theta}\right],$$

$$|f|^2\simeq\frac34a^2q^2\left[1-\frac{aq}{2\sqrt3}\cos3\theta\right].$$

The amplitude is $0.196/(2\sqrt3)=5.7\%$ of the kinetic energy. The edge mass is isotropic, but a thermal carrier already sees a slightly triangular energy contour.

The second correction survives averaging over direction. The product of $f$ and $f^*$ gives $|f|^2=3+\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ over the six second-neighbour vectors, each of length $a$. At $\mathbf K$ their phases sum to $-3$. The angular average of $e^{i\mathbf q\cdot\mathbf R}$ is $1-a^2q^2/4+a^4q^4/64$ to fourth order, so

$$\overline{|f|^2}=\frac34a^2q^2\left(1-\frac{a^2q^2}{16}\right).$$

Let $\varepsilon=E_+-E_g/2$. Squaring the band formula gives $\varepsilon(1+\varepsilon/E_g)=t^2|f|^2/E_g$. With the parabolic energy $\varepsilon_0=\hbar^2q^2/(2m^*)$, the leading result is

$$\bar\varepsilon\simeq \varepsilon_0\left[1-\frac{a^2q^2}{16}-\frac{\varepsilon_0}{E_g}\right].$$

For $\varepsilon_0=k_BT$ at 300 K, the terms are 0.24% and 0.37%, a lowering of 0.61%. Averaging the full band energy round the circle also gives 0.61%.

**Q.** You discarded second neighbours and overlap. Are those small too?

**A.** With the values assumed below, they matter more than the thermal corrections above. Let the second-neighbour matrix elements be $t_B$ between borons and $t_N$ between nitrogens. By the sum just used, they add $t_B(|f|^2-3)$ and $t_N(|f|^2-3)$ to the diagonal. At $\mathbf K$ this gives

$$E_g=\Delta-3(t_B-t_N).$$

Near $\mathbf K$, the coefficient of $|f|^2$ becomes $t^2/E_g+t_B$ for electrons and $t^2/E_g-t_N$ for holes, with the shifted gap inserted. Take an assumed $t_B=t_N=0.1$ eV. The gap stays at 7 eV, and $t^2/E_g=0.893$ eV becomes 0.993 and 0.793 eV. The masses are $0.82\,m_e$ and $1.03\,m_e$. With 0.1 eV on boron alone, the gap would fall by 0.3 eV.

Now drop second neighbours and let neighbouring orbitals have overlap $s$. The off-diagonal element of $H-ES$, where $S$ is the overlap matrix, is $-(t+sE)f$, so

$$E^2-\frac{E_g^2}{4}=(t+sE)^2|f|^2.$$

The gap at $\mathbf K$ is unchanged. Near the conduction edge the left side is about $E_g(E-E_g/2)$, and $E$ on the right may be set to $E_g/2$. Electrons therefore have $t$ replaced by $t+sE_g/2$, and holes, by the same step at $-E_g/2$, by $t-sE_g/2$. Here $t$ is defined with the energy zero at midgap. For an assumed $s=0.1$ the two values are 2.85 and 2.15 eV, and the masses become $0.70\,m_e$ and $1.23\,m_e$. Equal masses are thus not guaranteed beyond the simplest model.

**Q.** And in a device, with a filled channel and a strong field?

**A.** Boron nitride normally serves as the insulator in a device, so a filled channel is a hypothetical case. Consider a sheet density $n=10^{13}$ cm⁻² $=0.1$ nm⁻². Two valleys and two spins give $n=4\pi q_F^2/(2\pi)^2=q_F^2/\pi$, so at zero temperature

$$E_F=\frac{\hbar^2q_F^2}{2m^*}=\frac{\pi\hbar^2n}{2m^*}=13\ \text{meV}.$$

At 300 K, integrating the constant density of states $2m^*/(\pi\hbar^2)$ with the Fermi function gives $\mu=k_BT\ln(e^{E_F/k_BT}-1)=-11$ meV from the band edge. The edge state is then about 40% occupied: Boltzmann statistics is inaccurate, but filling does not carry the electrons out of the parabolic region.

For tunnelling between the bands in a field $F$ lying in the plane of the sheet, the wave vector inside the gap is imaginary. Leakage through the layer in a perpendicular field, the usual case for an insulating layer in a device, is outside this model. In the linearized model its size is $\kappa=\sqrt{E_g^2/4-E^2}/(\hbar v)$. Since $dx=dE/(eF)$, the semiclassical exponent is

$$2\int\kappa\,dx=\frac{2}{\hbar veF}\int_{-E_g/2}^{E_g/2}\sqrt{\frac{E_g^2}{4}-E^2}\,dE=\frac{\pi E_g^2}{4\hbar veF},$$

the integral being a half-disc of area $\pi E_g^2/8$. At 10 MV/cm, $eF=1$ eV/nm and the exponent is 71. For the lattice band with $k_y=0$, one solves $1+2\cos(k_xa/2)=i\sqrt{E_g^2/4-E^2}/t$ for complex $k_x$; numerical integration of its imaginary part gives 64. This value is for a field along $x$ on the line through $\mathbf K$; for a field along $y$ the exponent is 67 on the line through $\mathbf K$ and about 62 on a line displaced from it by 1.5 nm⁻¹. A factor near $10^{-27}$ to $10^{-28}$ makes direct in-plane tunnelling in the perfect sheet negligible at this field. It is not a breakdown limit, since avalanche and defects are absent; a real layer can break down at a lower field.

**Q.** Would light be absorbed from 7 eV upward?

**A.** Not if the electron and hole attract, which the band model omits. For a free-standing sheet I use the Rytova–Keldysh potential,

$$V(r)=-\frac{e^2}{4\pi\varepsilon_0}\frac{\pi}{2r_0}\left[H_0\!\left(\frac r{r_0}\right)-Y_0\!\left(\frac r{r_0}\right)\right],$$

where $H_0$ and $Y_0$ are the Struve and second-kind Bessel functions. The screening length $r_0=1$ nm is a rough assumption, and the reduced mass is $m^*/2$. Solving the radial equation by finite differences gives a binding energy of about 1.8 eV; halving the mesh spacing to 0.005 nm moves it by 0.4 meV. The optical onset would be near 5.2 eV. The result depends strongly on the assumed screening: $r_0=0.7$ nm gives a binding energy of 2.3 eV, and $r_0=1.3$ nm gives 1.5 eV.

The mean electron–hole distance is 0.35 nm, about 1.4 lattice constants. A typical $aq$ is then about $0.25/0.35\approx0.7$, which is not small. Even so, solving the pair problem on the lattice with the full bands and the same potential gives 1.80 eV against 1.82 eV for the parabola. The mesh error is no measure of the physical error, and the binding is a rough estimate mainly because the screening length and the band parameters are assumed.

**Q.** How much of this would you carry over to the real material?

**A.** The lattice constant is close to the real one, and a band gap of 7 eV is of the right size. The optical onset of real monolayers is roughly 6 eV, so the estimate of 5.2 eV is low; I cannot assign the difference to one cause. The mass near $0.9\,m_e$ is a scale, because the assumed overlap alone spreads it from 0.70 to 1.23. In a device the sheet is seldom isolated, and surrounding layers screen the interaction and reduce the band gap. The mass need not fall in proportion. The formula gives a mass smaller by 10% for a gap smaller by 10% only at fixed $t$ and $a$, and screening also changes the effective $t$. If it lowers the separation of the bands equally at every $\mathbf k$, they shift rigidly and the mass stays the same. Lattice vibrations can also narrow the gap, but a carrier that drags a lattice distortion along becomes heavier, so their net effect on the mass does not follow from this formula. Finally, a conduction state at the zone centre that is not built from these $p_z$ orbitals may compete with the one at $\mathbf K$. This model has no such state, so it cannot settle whether the real sheet's gap is direct.
